# Exact recovery of RPA screening from the constrained interaction, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The identity and its conditions

### One charge mode

Consider a system whose charge can move in one pattern. The interaction is then a single energy \(v\), and the polarizability is a single number \(P\), the change in electron number per unit of potential energy. Electrons leave regions where their potential energy is raised, so the static \(P\) is negative. A test electron of unit strength produces the potential energy \(v\). The system responds to the total potential energy \(W\), and the displaced charge \(PW\) adds \(vPW\):

\[
W=v+vPW,\qquad W=\frac{v}{1-vP}.
\]

Let some transitions belong to a chosen group, with polarizability \(P_d\), and the others to the rest, with \(P_r\), so that \(P=P_d+P_r\). Take the round values \(v=12\) eV, \(P_r=-1/24\) eV\(^{-1}\) and \(P_d=-1/8\) eV\(^{-1}\). The rest alone gives

\[
W_r=\frac{12}{1+12/24}\ \text{eV}=8\ \text{eV}.
\]

Now let the chosen group screen this reduced interaction:

\[
\frac{W_r}{1-W_rP_d}=\frac{8}{1+8/8}\ \text{eV}=4\ \text{eV}.
\]

Screening in one step gives the same value, \(12/(1+1/2+3/2)=4\) eV. The reason is visible in the reciprocals. Since \(1/W=1/v-P\) and \(1/W_r=1/v-P_r\), we have \(1/W=1/W_r-P_d\). Polarizabilities add in the reciprocal of the interaction, and the grouping of a sum does not matter.

In a real system \(v\), \(P_d\) and \(P_r\) are operators that do not commute in general. The theorem below shows that the result survives when the factors are kept in the right order.

### Polarizability and its split

Take a closed-shell system with real, orthonormal orbitals \(\varphi_p\) and energies \(\varepsilon_p\). Occupied orbitals are labelled \(i\) and empty ones \(a\). Define the gap and the pair density

\[
\Delta_{ia}=\varepsilon_a-\varepsilon_i>0,\qquad
\rho_{ia}(\mathbf r)=\varphi_i(\mathbf r)\varphi_a(\mathbf r).
\]

Frequencies are written as energies, so \(\hbar=1\). Apply a weak potential energy \(V(\mathbf r)(e^{-i\omega t}+e^{i\omega t})\), switched on slowly. First-order perturbation theory gives

\[
\psi_i=e^{-i\varepsilon_i t}\left[\varphi_i+\sum_a\varphi_aV_{ai}
\left(\frac{e^{-i\omega t}}{\omega-\Delta_{ia}}
-\frac{e^{i\omega t}}{\omega+\Delta_{ia}}\right)\right],
\]

where \(V_{ai}=\int\rho_{ia}V\,d\mathbf r\). Occupied orbitals also mix among themselves, but this leaves the density unchanged to first order: the contribution of \(j\) mixed into \(i\) cancels that of \(i\) mixed into \(j\).

The density change is \(\varphi_i\) times the correction in brackets, plus the complex conjugate. Both terms in the round brackets then contribute to the part varying as \(e^{-i\omega t}\). For one spin its coefficient is

\[
\rho_{ia}V_{ai}\left(\frac1{\omega-\Delta_{ia}}-\frac1{\omega+\Delta_{ia}}\right)
=\rho_{ia}V_{ai}\,\frac{2\Delta_{ia}}{\omega^2-\Delta_{ia}^2}.
\]

Two spins double it. The polarizability is therefore

\[
P(\mathbf r,\mathbf r';\omega)=\sum_{ia}p_{ia}(\omega)\,
\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r'),\qquad
p_{ia}(\omega)=\frac{4\Delta_{ia}}{\omega^2-\Delta_{ia}^2}.
\]

At zero frequency \(p_{ia}=-4/\Delta_{ia}\), which has the negative sign met above.

Choose a target subspace spanned by some of the orbitals. Let \(P_d\) contain the pairs for which both \(i\) and \(a\) lie in the target, and set \(P_r=P-P_d\). Thus \(P_r\) contains the pairs with neither orbital in the target and also the mixed pairs with one orbital inside. A model built from target orbitals alone cannot make a mixed transition. If mixed pairs were left out of \(P_r\), their screening would be missing from both steps.

To give products of kernels a definite meaning, expand densities in a finite set of linearly independent functions \(\chi_K\). If \(\rho_{ia}=\sum_Kd^{ia}_K\chi_K\), the polarizability becomes the matrix \(P_{KL}=\sum_{ia}p_{ia}d^{ia}_Kd^{ia}_L\). The interaction becomes \(v_{KL}=\iint\chi_K(\mathbf r)v(\mathbf r,\mathbf r')\chi_L(\mathbf r')\,d\mathbf r\,d\mathbf r'\). A product such as \(vP\) is now an ordinary matrix product. Both \(v\) and \(P\) are symmetric, and \(v\) is positive definite because the Coulomb energy of a nonzero charge distribution is positive.

### Lemma 1: the screened interaction

In the random-phase approximation (RPA), the electrons respond as independent particles to the external potential plus the Hartree potential of the displaced charge. The exchange-correlation potential is held fixed. Then

\[
W=v+vPW,\qquad W=(1-vP)^{-1}v,
\]

provided that \(1-vP\) is invertible.

**Proof.** A test charge of unit strength produces the external potential \(v\). If the total potential is \(W\), the induced density is \(PW\) by the definition of \(P\), and its Hartree potential is \(vPW\). The sum is the first equation. Moving \(vPW\) to the left gives \((1-vP)W=v\), and multiplication from the left by the inverse gives the second. \(\square\)

If target-internal transitions are forbidden, the same argument applies with \(P_r\) in place of \(P\). This defines the constrained interaction

\[
W_r=(1-vP_r)^{-1}v.
\]

### Theorem

Let \(P=P_d+P_r\) at a given frequency, and let \(1-vP_r\) and \(1-vP\) be invertible. Then \(1-W_rP_d\) is invertible, and

\[
\boxed{W=(1-W_rP_d)^{-1}W_r.}
\]

**Proof.** Multiply out the following product, keeping the order of the factors:

\[
(1-vP_r)(1-W_rP_d)=1-vP_r-(1-vP_r)W_rP_d.
\]

By the definition of \(W_r\), \((1-vP_r)W_r=v\). The last term is therefore \(vP_d\), and

\[
(1-vP_r)(1-W_rP_d)=1-vP_r-vP_d=1-vP.
\]

Multiplying from the left by \((1-vP_r)^{-1}\) gives

\[
1-W_rP_d=(1-vP_r)^{-1}(1-vP).
\]

The right side is a product of invertible matrices, so the left side is invertible. The inverse of a product reverses its factors:

\[
(1-vP)^{-1}=(1-W_rP_d)^{-1}(1-vP_r)^{-1}.
\]

Let both sides act on \(v\). The left side becomes \(W\) by Lemma 1, and on the right \((1-vP_r)^{-1}v=W_r\). This is the statement. \(\square\)

Multiplication by \(1-W_rP_d\) gives the Dyson form

\[
W=W_r+W_rP_dW .
\]

It has the shape of the equation in Lemma 1, with \(W_r\) in the role of the bare interaction and \(P_d\) in the role of the polarizability. When \(W\) and \(W_r\) are invertible, the result can also be written as

\[
W^{-1}=v^{-1}-P_r-P_d=W_r^{-1}-P_d,
\]

because \(W^{-1}=v^{-1}(1-vP)=v^{-1}-P\). This is the matrix form of the reciprocal rule found for one mode.

### What the theorem does and does not justify

The proof uses \(P_d+P_r=P\) and nothing else about the target. It holds for a poor choice of subspace as well as for a good one. Recovery of \(W\) is therefore no evidence that a chosen set of orbitals makes a useful model.

Two limits show the range. If the target contains filled orbitals alone, it has no internal transition: \(P_d=0\) and \(W=W_r\). If it contains every orbital, then \(P_r=0\) and \(W_r=v\), so the model has to do all the screening.

In a crystal, let the target subspace be invariant under lattice translations. Then \(v\), \(P_d\) and \(P_r\) all conserve crystal momentum, and each separates into blocks labelled by a wavevector \(\mathbf q\). The proof applies within each block with \(\mathbf q\ne0\). The Coulomb interaction diverges at \(\mathbf q=0\), where the result has to be taken as a limit.

The theorem concerns RPA screening. A model with the interaction \(W_r\) may be solved by a method that goes beyond RPA. Its screened interaction then differs from \(W\), and the theorem does not say which of the two is closer to the real system.

### Lemma 2: existence and ordering

At \(\omega=i\eta\) with real \(\eta\), including \(\eta=0\), the inverses in the theorem exist. Moreover

\[
v\ge W_r\ge W,
\]

where \(A\ge B\) means that \(x^TAx\ge x^TBx\) for every real vector \(x\).

**Proof.** At imaginary frequency,

\[
p_{ia}(i\eta)=-\frac{4\Delta_{ia}}{\eta^2+\Delta_{ia}^2}<0.
\]

Hence \(-P_d\) and \(-P_r\) are sums of positive multiples of \(dd^T\), and neither has a negative eigenvalue. Define

\[
A_d=-v^{1/2}P_dv^{1/2},\qquad A_r=-v^{1/2}P_rv^{1/2}.
\]

These matrices also have no negative eigenvalue. From \(1-vP_r=v^{1/2}(1+A_r)v^{-1/2}\) we get

\[
W_r=v^{1/2}(1+A_r)^{-1}v^{1/2},
\]

and, with all pairs included,

\[
W=v^{1/2}(1+A_r+A_d)^{-1}v^{1/2}.
\]

The inverses exist because the eigenvalues of \(1+A_r\) and \(1+A_r+A_d\) are at least one.

It remains to show that inversion reverses an ordering. Let \(0<A\le B\). Then \(B^{-1/2}AB^{-1/2}\le1\), so the eigenvalues of this matrix lie between zero and one. Those of its inverse are at least one: \(B^{1/2}A^{-1}B^{1/2}\ge1\). Multiplication by \(B^{-1/2}\) from both sides gives \(A^{-1}\ge B^{-1}\). Apply this to \(1\le1+A_r\le1+A_r+A_d\), and multiply by \(v^{1/2}\) from both sides. \(\square\)

The ordering concerns the interaction of a charge distribution with itself. It puts no such bound on the interaction between two different distributions. Screening can raise the latter, as the example in Part II shows.

On the real axis \(p_{ia}\) is positive when \(\omega>\Delta_{ia}\), and the argument fails. There may be a frequency at which \(1-vP_r\) is singular. The rest of the system then has a resonance of its own, and \(W_r\) does not exist, although \(W\) may be finite. In the one-mode case this happens when \(vP_r=1\), and direct screening gives \(W=v/(1-1-vP_d)=-1/P_d\). The two-step route fails at that frequency, while the one-step route does not.

### When the removed and restored parts differ

Suppose that \(P_d\) was removed when \(W_r\) was made, but the model supplies \(P_d'\). This happens if the model has other band energies, or another mesh of wavevectors, than the calculation that produced \(W_r\). Write \(\delta=P_d'-P_d\), and let \(W'\) be the interaction obtained. The reciprocal rule gives

\[
(W')^{-1}=W_r^{-1}-P_d-\delta=W^{-1}-\delta.
\]

Since \(W^{-1}-\delta=W^{-1}(1-W\delta)\), inversion yields

\[
W'=(1-W\delta)^{-1}W=W+W\delta W+\cdots .
\]

The expansion is valid for small \(W\delta\). To first order, the error is the mismatch in polarizability, screened on both sides.

Screening \(W_r\) again with the full \(P\) is the case \(\delta=P_r\). It counts the rest twice, since \((W')^{-1}=v^{-1}-2P_r-P_d\). For the one-mode numbers this gives \(1/(1/12+2/24+1/8)=24/7\approx3.4\) eV instead of 4 eV.

Another faulty recipe computes the two screening corrections separately and adds them to \(v\):

\[
W_{\rm add}=v+(W_r-v)+(W_{(d)}-v),\qquad W_{(d)}=(1-vP_d)^{-1}v.
\]

Expanding the true interaction to second order in the polarizability gives

\[
W=v+v(P_d+P_r)v+v(P_d+P_r)v(P_d+P_r)v+\cdots .
\]

The sum \(W_{\rm add}\) contains the terms with \(P_d\) twice or \(P_r\) twice. It lacks

\[
vP_dvP_rv+vP_rvP_dv,
\]

in which charge displaced in one group polarizes the other. In the one-mode case \(W_{(d)}=12/2.5=4.8\) eV, so \(W_{\rm add}=8+4.8-12=0.8\) eV. The correct value is 4 eV. Here \(vP=-2\) and the expansion diverges, so the error of 3.2 eV cannot be read from the second-order terms alone.

## Part II. The target-space equation and a benzene ring

### Symbols carried over

The bare interaction is \(v\). The RPA polarizability is \(P=P_d+P_r\), where \(P_d\) contains the transitions inside the target subspace and \(P_r\) all others. A pair \(i\to a\) with gap \(\Delta_{ia}\) and density \(\rho_{ia}=\varphi_i\varphi_a\) has the weight \(p_{ia}=4\Delta_{ia}/(\omega^2-\Delta_{ia}^2)\). The constrained and full interactions are \(W_r=(1-vP_r)^{-1}v\) and \(W=(1-vP)^{-1}v\). Part I showed that

\[
1-vP=(1-vP_r)(1-W_rP_d),\qquad W=W_r+W_rP_dW .
\]

It also showed that \(v\ge W_r\ge W\) on the imaginary frequency axis.

### Proposition 1: the equation closes in the target space

Let \(w_m\) be real Wannier functions spanning the target, with \(\varphi_i=\sum_mR_{im}w_m\) for each target orbital. Define

\[
U_{mn,kl}=\iint w_mw_n(\mathbf r)\,W_r(\mathbf r,\mathbf r')\,w_kw_l(\mathbf r')\,d\mathbf r\,d\mathbf r',
\]

and define \(W_{mn,kl}\) in the same way from \(W\). With

\[
\Pi_{mn,kl}=\sum_{ia\in d}p_{ia}R_{im}R_{an}R_{ik}R_{al},
\]

the elements obey

\[
W_{mn,kl}=U_{mn,kl}+\sum_{pq,st}U_{mn,pq}\,\Pi_{pq,st}\,W_{st,kl}.
\]

We have shown that screening first with \(P_r\) and then with \(P_d\) gives the full RPA interaction \(W\) whenever the required inverses exist, and we have stated the corresponding equation for target-space elements. The proof of that equation, the treatment of excitations and the benzene calculation remain.
